# Near-Field Electromagnetic Density of States above a Local Lossy Surface

## 1. What dimensions fix

Let $\rho(\omega,z)$ be the electromagnetic density of states per unit volume and unit angular frequency, at height $z$ in vacuum above a flat half-space. Its unit is s/m³. Very close to the surface the field of a source reaches the material and returns with negligible delay, so the electric response is electrostatic and $c$ drops out. If the material is described by a local relative permittivity $\varepsilon(\omega)$, it supplies no length either. The remaining quantities, $\omega$ and $z$, allow one combination with the right unit:

$$\rho=\frac{f(\varepsilon)}{\omega z^3}. \tag{1}$$

The task is to find $f$, and to establish when the argument applies to the total density, which has a magnetic part as well. The medium is homogeneous, isotropic and non-magnetic. Fields vary as $e^{-i\omega t}$, and $\varepsilon=\varepsilon'+i\varepsilon''$ with $\varepsilon''>0$.

## 2. Density of states from a response function

The density is defined by the equilibrium energy density per unit angular frequency, $u=\rho\,\Theta$, where $\Theta(\omega,T)$ is the mean energy of an oscillator. Both $\tfrac12\varepsilon_0E^2$ and $\tfrac12\mu_0H^2$ are counted.

Field and matter together form a linear system with normal coordinates $x_n$. Write one field component at the chosen point as $E=\sum_n g_nx_n$. A dipole $p$ there adds the energy $-pE$, hence a force $pg_n$ on each coordinate. The response $E=\chi p$ is therefore $\chi=\sum_n g_n^2\chi_n$. For an oscillator of mass $m$ and frequency $\omega_n$,

$$\operatorname{Im}\chi_n=\frac{\pi}{2m\omega_n}\delta(\omega-\omega_n),\qquad \langle x_n^2\rangle=\frac{\Theta(\omega_n)}{m\omega_n^2}
=\int_0^\infty\! d\omega\,\frac{2\Theta}{\pi\omega}\operatorname{Im}\chi_n .$$

Different modes are uncorrelated in equilibrium, so multiplying by $g_n^2$ and summing gives the same relation between $\langle E^2\rangle$ and $\chi$. A lossy medium corresponds to a dense set of modes. Multiplying by $\varepsilon_0/2$, summing over three components and dividing by $\Theta$ yields

$$\rho_E=\frac{\varepsilon_0}{\pi\omega}\operatorname{Im}\operatorname{Tr}\chi. \tag{2}$$

Vacuum checks the constant. A dipole amplitude $p$ delivers the mean power $\tfrac12\omega|p|^2\operatorname{Im}\chi$, and it radiates $\omega^4|p|^2/(12\pi\varepsilon_0c^3)$. Thus $\operatorname{Im}\chi=\omega^3/(6\pi\varepsilon_0c^3)$ for each direction, and (2) gives $\omega^2/(2\pi^2c^3)$. The magnetic part is equal to it, so the vacuum total is

$$\rho_v=\frac{\omega^2}{\pi^2c^3}, \tag{3}$$

which is also the result of counting two polarizations per wavevector.

## 3. The electrostatic image

Place a charge $Q$ at height $z$. Try an image charge $-\beta Q$ at depth $z$ for the field above, and a charge $tQ$ at the original position for the field below. Every surface point is equally far from source and image. Continuity of the tangential field requires $1-\beta=t$. The normal fields of source and image have opposite geometric signs, so the opposite sign of the image charge makes them add, and continuity of the normal displacement requires $1+\beta=\varepsilon t$. Adding the two conditions gives $2=(1+\varepsilon)t$, so

$$t=\frac{2}{1+\varepsilon},\qquad \beta=1-t=\frac{\varepsilon-1}{\varepsilon+1}. \tag{4}$$

A dipole is a pair of opposite charges. Reflection reverses its vertical displacement, so the image of $(p_x,p_y,p_z)$ is $-\beta(p_x,p_y,-p_z)$. At the source, a distance $2z$ straight above the image, a dipole $\mathbf p'$ produces $(3\hat{\mathbf z}p'_z-\mathbf p')/[4\pi\varepsilon_0(2z)^3]$. Therefore

$$\chi_{xx}=\chi_{yy}=\frac{\beta}{32\pi\varepsilon_0z^3},\quad
\chi_{zz}=\frac{2\beta}{32\pi\varepsilon_0z^3},\quad
\operatorname{Tr}\chi=\frac{\beta}{8\pi\varepsilon_0z^3}. \tag{5}$$

This is the surface contribution; the vacuum contribution stays finite as $z\to0$. Since $\beta=1-2/(1+\varepsilon)$,

$$\operatorname{Im}\beta=\frac{2\varepsilon''}{|1+\varepsilon|^2}. \tag{6}$$

Inserting (5) and (6) in (2) gives

$$\boxed{\rho\simeq\frac{\operatorname{Im}\beta}{8\pi^2\omega z^3}
=\frac{\varepsilon''}{4\pi^2\omega z^3|1+\varepsilon|^2}} \tag{7}$$

So far (7) is derived for the electric part. Section 5 shows that it is also the limit of the total density at fixed $\omega$ and $\varepsilon$.

## 4. Where the weight comes from

The absorbed power shows the origin of each factor. By (4), the field in the medium is the bare dipole field multiplied by $2/(1+\varepsilon)$. For a unit vector $\mathbf n$ along the separation, the matrix $3\mathbf n\mathbf n-1$ has eigenvalues $2,-1,-1$, whose squares sum to 6. Summed over three dipole directions of equal amplitude $p$, the squared field is

$$\sum_j|\mathbf E_j|^2=\frac{4}{|1+\varepsilon|^2}\,\frac{6p^2}{(4\pi\varepsilon_0)^2R^6}.$$

With $\zeta$ the vertical distance from the source and $r$ the lateral distance,

$$\int\frac{d^3r}{R^6}=\int_z^\infty\! d\zeta\int_0^\infty\!\frac{2\pi r\,dr}{(r^2+\zeta^2)^3}
=\int_z^\infty\frac{\pi}{2\zeta^4}d\zeta=\frac{\pi}{6z^3}. \tag{8}$$

The mean power density absorbed is $\tfrac12\omega\varepsilon_0\varepsilon''|\mathbf E|^2$, so

$$P=\frac{\omega\varepsilon_0\varepsilon''}{2}\,\frac{4}{|1+\varepsilon|^2}\,\frac{6p^2}{16\pi^2\varepsilon_0^2}\,\frac{\pi}{6z^3}
=\frac{\omega p^2}{2}\,\frac{\varepsilon''}{4\pi\varepsilon_0|1+\varepsilon|^2z^3}. \tag{9}$$

This equals $\tfrac12\omega p^2\operatorname{Im}\operatorname{Tr}\chi$ from (5) and (6), as energy conservation demands. The factor $\varepsilon''$ measures dissipation, $|1+\varepsilon|^{-2}$ measures how much field enters, and $z^{-3}$ is the volume integral of $R^{-6}$.

If (8) is stopped at depth $s$, the included fraction is $1-[z/(z+s)]^3$. At $s=z$ it is $7/8$. The electric near field thus deposits most of its power in a layer of thickness comparable to $z$. A coating of that thickness cannot be ignored, even if it is thin compared with the wavelength.

## 5. The retarded density and its first correction

Let $k=\omega/c$ and $x=kz$. Decompose the dipole field into plane waves with lateral wavevector $\mathbf K$ and vertical wavenumber $k_z$, where $K^2+k_z^2=k^2$. The standard plane-wave expansion of $e^{ikR}/(4\pi R)$ has weight $i\,d^2K/(8\pi^2k_z)$. The transverse field is resolved along $\hat{\mathbf s}$, horizontal and normal to $\mathbf K$, and $\hat{\mathbf p}^\pm=\hat{\mathbf s}\times\mathbf k^\pm/k$ for upward and downward waves. Reflection multiplies the two polarizations by $r_s$ and $r_p$, with $r_p$ defined as a ratio of magnetic amplitudes.

The trace needs $\hat{\mathbf s}\cdot\hat{\mathbf s}=1$ and $\hat{\mathbf p}^+\cdot\hat{\mathbf p}^-=\mathbf k^+\cdot\mathbf k^-/k^2=(K^2-k_z^2)/k^2$. For evanescent waves put $k_z=iqk$ with $q>0$. Then $K^2=k^2(1+q^2)$, and the second product is $1+2q^2$. The measure becomes

$$\frac{i}{8\pi^2}\frac{2\pi K\,dK}{k_z}=\frac{i}{8\pi^2}\frac{2\pi k^2q\,dq}{iqk}=\frac{k}{4\pi}dq .$$

The electric response carries the prefactor $\mu_0\omega^2$. In (2) the constants combine to $\omega^2/(4\pi^2c^3)=\rho_v/4$, and the evanescent part is

$$\frac{\rho_E}{\rho_v}=\frac14\int_0^\infty\! dq\,e^{-2qx}\operatorname{Im}\left[r_s+(1+2q^2)r_p\right]. \tag{10}$$

For a magnetic dipole, $\mathbf H$ takes the place of $\mathbf E$. A wave with $\mathbf H$ along $\hat{\mathbf s}$ is $p$-polarized, so the two coefficients exchange weights:

$$\frac{\rho_H}{\rho_v}=\frac14\int_0^\infty\! dq\,e^{-2qx}\operatorname{Im}\left[r_p+(1+2q^2)r_s\right]. \tag{11}$$

The sum is

$$\frac{\rho}{\rho_v}=\frac12\int_0^\infty\! dq\,(1+q^2)e^{-2qx}\operatorname{Im}(r_s+r_p). \tag{12}$$

Propagating waves have $q=-i\tau$ with $0<\tau<1$. Since $|r_s|,|r_p|\le1$ for a passive medium, their reflected contribution to $\rho/\rho_v$ is at most $\int_0^1(1-\tau^2)d\tau=2/3$ in magnitude. With the direct vacuum term, 1, it remains bounded as $x\to0$.

In the medium the decay constant is $q_2=\sqrt{q^2+1-\varepsilon}$ with positive real part. Let $F$ be the horizontal field component normal to $\mathbf K$: electric for $s$, magnetic for $p$. Continuity of $F$ gives $1+r=t'$, where $t'$ is the transmitted amplitude. Continuity of the other tangential field gives $q(1-r)=q_2t'$ for $s$ and $q(1-r)=q_2t'/\varepsilon$ for $p$. Eliminating $t'$,

$$r_s=\frac{q-q_2}{q+q_2},\qquad r_p=\frac{\varepsilon q-q_2}{\varepsilon q+q_2}. \tag{13}$$

Small $x$ brings in large $q$, where $q_2=q+(1-\varepsilon)/(2q)+O(q^{-3})$. Hence $r_s=(\varepsilon-1)/(4q^2)+O(q^{-4})$, while

$$r_p=\frac{(\varepsilon-1)q\,[1+1/(2q^2)]}{(\varepsilon+1)q\,[1-\beta/(2q^2)]}+\dots
=\beta\left[1+\frac{1+\beta}{2q^2}\right]+\dots
=\beta\left[1+\frac{\varepsilon}{(\varepsilon+1)q^2}\right]+O(q^{-4}).$$

Multiplication by $1+q^2$ gives

$$(1+q^2)(r_s+r_p)=\beta q^2+C+O(q^{-2}),\qquad
C=\beta\,\frac{2\varepsilon+1}{\varepsilon+1}+\frac{\varepsilon-1}{4}. \tag{14}$$

Use $\int_0^\infty q^2e^{-2qx}dq=1/(4x^3)$ and $\int_0^\infty e^{-2qx}dq=1/(2x)$. The remainder in (14) is finite at small $q$ and integrable at large $q$, so it contributes a bounded amount:

$$\frac{\rho}{\rho_v}=\frac{\operatorname{Im}\beta}{8x^3}+\frac{\operatorname{Im}C}{4x}+O(1). \tag{15}$$

Multiplying the first term by (3) restores (7), now for the total density. Relative to it, the second term is $2x^2\operatorname{Im}C/\operatorname{Im}\beta$. The first term must also exceed the bounded one. That term contains the vacuum density and other parts that do not vanish as $\varepsilon''\to0$, whereas $\operatorname{Im}\beta$ does at fixed $\varepsilon'\ne-1$. For weak loss this is the stricter demand: at $\varepsilon=2+10^{-4}i$ and $x=0.02$ the second term is only 0.24% of the first, yet the full density is 5.7 times (7). The condition for (7) therefore depends on $\varepsilon$ as well as on $x$. Two further cases are important.

## 6. A good metal: the magnetic restriction

Let $|\varepsilon|\gg1$, with $\varepsilon''$ comparable to $|\varepsilon|$. For $q\gg\sqrt{|\varepsilon|}$ the large-$q$ form of $r_s$ makes the bracket in (11) approach $(\varepsilon-1)/2+\beta$. The imaginary part of $\beta$ is negligible here by (6), so

$$\frac{\rho_H}{\rho_v}\simeq\frac{\varepsilon''}{16x},\qquad
\frac{\rho_E}{\rho_v}\simeq\frac{\varepsilon''}{4|1+\varepsilon|^2x^3},\qquad
\frac{\rho_H}{\rho_E}\simeq\frac{x^2|1+\varepsilon|^2}{4}. \tag{16}$$

Screening suppresses the electric part but not the leading magnetic one. Law (7) describes the total density only if $x|1+\varepsilon|\ll2$. The estimated crossover, $x=2/|1+\varepsilon|$, lies far inside the skin depth, which is of order $x\sim|\varepsilon|^{-1/2}$. The relevant $q\sim1/(2x)\sim|1+\varepsilon|/4$ is then well above $\sqrt{|\varepsilon|}$, so the approximation is consistent.

Take a model metal with $\varepsilon=-1000+1000i$ at $\omega=1.232\times10^{14}$ rad/s, where $c/\omega=2433.6$ nm. The skin depth of the field is 70 nm, but the crossover estimate is

$$z=\frac{2\times2433.6\ \text{nm}}{|-999+1000i|}=3.44\ \text{nm}.$$

At that height the full calculation gives $\rho_H/\rho_E=0.876$ instead of 1. The estimate uses the large-$q$ form also for $q$ up to a few times $\sqrt{|\varepsilon|}$, where for this $\varepsilon$ it gives too large a magnetic contribution; the error is of relative order $x\sqrt{|\varepsilon|}\approx0.05$ times a numerical factor, here about 2.3. The electric part agrees with (7) to about 0.015%, whereas the total is 1.88 times (7). Within this local model, a height well below 3 nm would be needed for the total law. The model is a milder case than a noble metal: Drude parameters typical of gold (plasma frequency $1.37\times10^{16}$ rad/s, damping $4.05\times10^{13}$ rad/s) give $\varepsilon\approx-1.1\times10^4+3.7\times10^3i$ at this $\omega$ and a crossover near 0.4 nm, an atomic distance. In a real metal a local permittivity is already doubtful when $z$ is comparable to the distance an electron travels in a time $1/\omega$ or between collisions. At a typical Fermi velocity of $1.4\times10^6$ m/s and this $\omega$, the first distance is about 11 nm. The numbers above therefore illustrate the local theory and do not predict the density this close to a real metal.

## 7. A polar surface resonance

The weight is large when $\varepsilon'$ is near $-1$ and $\varepsilon''$ is small. Consider the model

$$\varepsilon=\varepsilon_\infty\frac{\omega_L^2-\omega^2-i\gamma\omega}{\omega_T^2-\omega^2-i\gamma\omega}. \tag{17}$$

Substitute it in (4) and multiply numerator and denominator by the denominator of (17). The new denominator is $(\varepsilon_\infty+1)(\omega_s^2-\omega^2-i\gamma\omega)$, with

$$\omega_s^2=\frac{\varepsilon_\infty\omega_L^2+\omega_T^2}{\varepsilon_\infty+1}. \tag{18}$$

The numerator is $(\varepsilon_\infty-1)(\omega_s^2-\omega^2-i\gamma\omega)$ plus a constant. The ratio is thus a constant plus one resonance term, whose strength follows from the value at $\omega=0$:

$$\beta=\beta_\infty+\frac{\Delta\beta\,\omega_s^2}{\omega_s^2-\omega^2-i\gamma\omega},\qquad
\Delta\beta=\beta(0)-\beta_\infty. \tag{19}$$

Taking the imaginary part and using (7),

$$\rho\simeq\frac{\Delta\beta}{8\pi^2z^3}\,
\frac{\gamma\omega_s^2}{(\omega_s^2-\omega^2)^2+\gamma^2\omega^2},\qquad
\rho(\omega_s)\simeq\frac{\Delta\beta}{8\pi^2\gamma z^3}. \tag{20}$$

Let $J$ be the integral of the resonance factor over $0<\omega<\infty$. Dividing its numerator and denominator by $\omega^2$ gives

$$J=\int_0^\infty\frac{\gamma(\omega_s^2/\omega^2)\,d\omega}{(\omega-\omega_s^2/\omega)^2+\gamma^2}.$$

The substitution $\omega\to\omega_s^2/\omega$ replaces $\omega_s^2/\omega^2$ in the numerator by 1. Add the two forms and set $v=\omega-\omega_s^2/\omega$, for which $dv=(1+\omega_s^2/\omega^2)d\omega$. Then $2J=\int_{-\infty}^{\infty}\gamma\,dv/(v^2+\gamma^2)=\pi$, and the area of the leading term is

$$\int_0^\infty\rho\,d\omega=\frac{\Delta\beta}{16\pi z^3}. \tag{21}$$

Damping lowers and broadens the peak without changing this area. At a fixed frequency with $\varepsilon\ne-1$, by contrast, the coefficient in (7) vanishes as $\varepsilon''\to0$.

Near resonance the surface wave also limits the range of (7). The zero of the denominator of $r_p$ obeys $\varepsilon^2q^2=q^2+1-\varepsilon$, hence $q^2=-1/(1+\varepsilon)$. The large-$q$ expansion must apply beyond this scale, so $x\ll|1+\varepsilon|^{1/2}$ is required. When $\varepsilon'<-1$ and $\varepsilon''\ll|1+\varepsilon'|$, the weakly damped surface wave adds a part that does not shrink with $\varepsilon''$, and $x$ must be smaller still: for $\varepsilon=-1.01+0.001i$ the full density at $x=0.3\,|1+\varepsilon|^{1/2}$ is 2.1 times (7).

## 8. Reading the numbers

Choose the round parameters $\varepsilon_\infty=3$, $\omega_T=1.0\times10^{14}$, $\omega_L=1.3\times10^{14}$ and $\gamma=2\times10^{12}$ rad/s. Equation (18) gives

$$\omega_s=\sqrt{\frac{3(1.3)^2+1}{4}}\times10^{14}=1.232\times10^{14}\ \text{rad/s}.$$

There $\varepsilon=-0.991+0.190i$ and $|1+\varepsilon|^2=0.03618$, so the weight is $0.190/0.03618=5.25$. At $z=10$ nm,

$$\rho\simeq\frac{5.25}{4\pi^2(1.232\times10^{14})(10^{-8})^3}
=1.08\times10^9\ \text{s/m}^3.$$

The vacuum value is 57.1 s/m³, so the surface raises the density by a factor of $1.89\times10^7$.

| $z$ (nm) | $x$ | full density / law (7) |
|---:|---:|---:|
| 10 | 0.0041 | 1.00006 |
| 100 | 0.041 | 1.0034 |
| 1000 | 0.41 | 0.841 |

For this $\varepsilon$, (14) gives $\operatorname{Im}C\approx21.1$, and (6) gives $\operatorname{Im}\beta\approx10.5$. The first relative correction is therefore about $4.0x^2$. It predicts $+0.007\%$ at 10 nm, close to the computed $+0.006\%$. At 100 nm it predicts $+0.68\%$, about twice the computed $+0.34\%$; the difference is the bounded remainder in (15), here about $-64$ in units of $\rho_v$. At 1000 nm, $x=0.41$ is comparable to $|1+\varepsilon|^{1/2}=0.44$, and the expansion no longer has a small parameter.

At $1.1\times10^{14}$ rad/s the permittivity is $-6.75+1.02i$. Its imaginary part is more than five times larger than at $\omega_s$, yet the weight is only 0.02995. The full density at 10 nm falls to $6.90\times10^6$ s/m³, smaller than at resonance by a factor of 157. Screening outweighs the increase in loss.

The resonance strength is $\Delta\beta=0.1705$. At 10 nm, (21) gives $0.1705/(16\pi\times10^{-24})=3.39\times10^{21}$ m⁻³. Direct integration of the leading law gives this value for both $\gamma$ and $4\gamma$, as the numerical output shows.

## 9. The limit of the local description

The growth in (7) has no cutoff because a local permittivity contains no microscopic length. Integrated over height down to the surface, $z^{-3}$ would give infinite energy per unit area. At atomic or electronic screening distances, and in a metal already at the longer electron path of Section 6, the response depends on the lateral wavevector, so $\beta$ can no longer be taken outside the integral over $q$. Law (7) is thus an intermediate asymptote: $z$ must be small enough for the conditions above, yet large compared with these microscopic lengths. In a good metal the two requirements may leave no range of heights for the total density.

## Values computed for the example and the checks

```
cube modes, counted / from rho_v: 0.99930
electric share of vacuum density: 0.500000
absorbed power, quadrature / formula: 1.00000000 1.00000000 1.00000000
first correction, full / formula (eps=2+1i, -3+0.5i): 1.00106 1.00168
model eps_inf: 3.0
model wT: 1.00e+14 rad/s
model wL: 1.30e+14 rad/s
model gamma: 2.00e+12 rad/s
surface resonance ws: 1.23187e+14 rad/s
c/ws: 2433.6 nm
eps at ws: -0.99095 +0.19000 i
|1+eps|^2 at ws: 0.036183
weight Im eps/|1+eps|^2 at ws: 5.2512
vacuum density at ws: 5.7065e+01 s/m^3
z = 10 nm: x = 0.00411
  full density: 1.0798e+09 s/m^3
  leading law: 1.0798e+09 s/m^3
  full/law: 1.00006
  full/vacuum: 1.8923e+07
z = 100 nm: x = 0.04109
  full density: 1.0834e+06 s/m^3
  leading law: 1.0798e+06 s/m^3
  full/law: 1.00337
  full/vacuum: 1.8986e+04
z = 1000 nm: x = 0.41091
  full density: 9.0793e+02 s/m^3
  leading law: 1.0798e+03 s/m^3
  full/law: 0.84085
  full/vacuum: 1.5910e+01
off-resonance frequency: 1.10e+14 rad/s
eps there: -6.7501 +1.0214 i
weight there: 0.02995
full density there at 10 nm: 6.8976e+06 s/m^3
full/law there at 10 nm: 1.00020
Delta beta: 0.17051
resonance area formula at 10 nm: 3.39220e+21 m^-3
area by quadrature, gamma: 3.39220e+21 m^-3
area by quadrature, 4 gamma: 3.39220e+21 m^-3
metal eps: -1000 +1000 i
metal field skin depth at ws: 70.05 nm
metal crossover estimate: 3.443 nm
magnetic/electric there: 0.8756
electric/law there: 1.00015
total/law there: 1.8758
```
